# Delta labels across the 45-degree rotation between Fe(001) and MgO(001), part 1

(Sections cited here and not found follow in the second part.)

## First half: the common symmetry and the two sets of labels

When MgO grows on Fe(001), the two crystals share the growth axis $z$, but their cube axes in the plane differ by $45^\circ$. Electrons that cross the junction along $z$ are sorted by symmetry labels: $\Delta_1$, $\Delta_1'$, $\Delta_2$, $\Delta_2'$ and $\Delta_5$. Each crystal defines these labels with respect to its own cube axes. The problem is to find how one physical state is named on the two sides, and what follows for tunnelling.

Let $x,y$ be coordinates along the Fe cube axes and $X,Y$ coordinates along the MgO cube axes, turned anticlockwise by $45^\circ$:
$$X=\frac{x+y}{\sqrt2},\qquad Y=\frac{-x+y}{\sqrt2}.$$
The Fe cube edge is $a$. The MgO film is taken to be strained in the plane so that its cube edge there is $b=\sqrt2\,a$, with an oxygen atom above an Fe atom, which is placed at $x=y=0$. Spin-orbit coupling is left out, so spin is a spectator. The in-plane wavevector $\mathbf k_\parallel$ is zero unless stated otherwise.

### (a) Which operations leave the whole junction unchanged?

*Find the atomic positions of both crystals in Fe coordinates. Show which rotations about $z$ and which vertical mirrors preserve the stack, and what a sideways shift of the MgO does.*

**Solution.** In body-centred cubic Fe, the layers normal to $z$ alternate between two square nets. One has its atoms at the corners, $(x,y)=a(p,q)$ with integers $p,q$; the next has them at the centres, $(x,y)=a(p+\tfrac12,q+\tfrac12)$.

An (001) layer of MgO is a chequerboard. Its atoms lie at
$$\mathbf r=\frac b2\left(n_1\hat{\mathbf X}+n_2\hat{\mathbf Y}\right),$$
with oxygen where $n_1+n_2$ is even and magnesium where it is odd. The unit vectors are $\hat{\mathbf X}=(\hat{\mathbf x}+\hat{\mathbf y})/\sqrt2$ and $\hat{\mathbf Y}=(-\hat{\mathbf x}+\hat{\mathbf y})/\sqrt2$, and $b/2=a/\sqrt2$. Hence
$$\mathbf r=\frac{a}{\sqrt2}\,\frac{1}{\sqrt2}\left[(n_1-n_2)\hat{\mathbf x}+(n_1+n_2)\hat{\mathbf y}\right]=\frac a2\left[(n_1-n_2)\hat{\mathbf x}+(n_1+n_2)\hat{\mathbf y}\right].$$

The numbers $n_1-n_2$ and $n_1+n_2$ differ by $2n_2$, so they are both even or both odd. For oxygen they are even, and the position is $a(p,q)$ with integers $p,q$. Every corner is occupied, because $n_1=p+q$, $n_2=q-p$ solves the two conditions for any $p,q$. For magnesium they are odd, and the atoms sit at the centres. In the next MgO layer oxygen and magnesium change places. Every layer of the junction is therefore made of corner nets and centre nets, with the same side $a$ and the same directions as in Fe.

Now take the eight operations
$$(x,y)\to(\pm x,\pm y),\qquad (x,y)\to(\pm y,\pm x),$$
with all choices of sign and with $z$ unchanged. They turn a pair of integers into a pair of integers, and a pair of half-odd integers into another such pair. Corners go to corners and centres to centres, in the same layer and with the same kind of atom. The stack is unchanged. The layer spacings play no part, since no operation alters $z$.

These operations are the identity $E$, the half turn $C_2$, the two quarter turns $C_4$ and $C_4^{-1}$, and four mirrors. Together they form the group $C_{4v}$.

The registry matters. Shift the MgO sideways by $\mathbf s=(0.2,0.1)a$. An operation $g$ about the Fe atom then preserves the MgO only if $\mathbf s-g\mathbf s$ is a translation of the net, with integer components in units of $a$. The seven operations other than $E$ give, in these units:

- half turn: $(0.4,0.2)$;
- quarter turns: $(0.3,-0.1)$ and $(0.1,0.3)$;
- mirrors $x\to-x$ and $y\to-y$: $(0.4,0)$ and $(0,0.2)$;
- mirrors $(x,y)\to(y,x)$ and $(-y,-x)$: $(0.1,-0.1)$ and $(0.3,0.3)$.

None is a net translation, so the identity alone survives. A count on explicit atomic positions gives the same result: 8 operations for Fe above O, and 1 for this shift.

The strain needed for a common net is small. With rough cube edges of 0.29 nm for Fe and 0.42 nm for MgO, the natural side of the oxygen net is $0.42/\sqrt2=0.297$ nm, which is 2.4% larger than the Fe side. This is a small difference between rounded lengths, so it shows only that the mismatch is of the order of a few per cent; edges of 0.2866 and 0.4212 nm, closer to the measured ones, give 3.9%. With parallel cube axes the mismatch of the two edges would be 45%.

### (b) What labels can a state carry?

*Use the eight operations to classify the energy eigenstates at $\mathbf k_\parallel=0$.*

**Solution.** An operation $g$ acts on a wave function by $(P_g\psi)(\mathbf r)=\psi(g^{-1}\mathbf r)$. At $\mathbf k_\parallel=0$, a turned or reflected state still has $\mathbf k_\parallel=0$. In each bulk crystal it also keeps its $k_z$, because $z$ is untouched. The operators $P_g$ therefore act within the states on the line $(0,0,k_z)$, called $\Delta$, and they commute with the Hamiltonian.

Let $C_4$ be the quarter turn $(x,y)\to(-y,x)$ and $m$ the mirror $(x,y)\to(-x,y)$. Two relations are needed. First,
$$m\,C_4\,m:\ (x,y)\to(-x,y)\to(-y,-x)\to(y,-x),$$
which is $C_4^{-1}$. Second,
$$C_4\,m:\ (x,y)\to(-x,y)\to(-y,-x),$$
which is a mirror whose line is a diagonal of the square.

Choose energy eigenstates that are also eigenstates of $C_4$, with eigenvalue $c$. Four quarter turns restore a spinless function, so $c^4=1$ and $c=1,-1,i$ or $-i$. If $C_4\psi=c\psi$, then from $mC_4m=C_4^{-1}$ and $m^2=1$,
$$C_4(m\psi)=m\,C_4^{-1}\psi=c^{-1}(m\psi).$$

For $c=\pm1$, $c^{-1}=c$. The mirror stays within the states of the same $c$ and can be diagonalized there, with eigenvalue $s=\pm1$ because $m^2=1$. The other mirror along a cube axis is $C_2m$, and $C_2=C_4^2$ has the eigenvalue $c^2=1$, so it also gives $s$. The diagonal mirror $C_4m$ gives $cs$; the second diagonal mirror, $C_2C_4m$, gives the same value. This makes four kinds of single states.

For $c=i$, the mirrored state has $c^{-1}=-i$. The two states are distinct and have the same energy, so they form a pair. The trace of $C_4$ over the pair is $i+(-i)=0$, and that of $C_2$ is $i^2+(-i)^2=-2$. Every mirror exchanges the two states, apart from a factor, so its trace is zero.

The trace over the set of partner states is called the character. A mirror is called axial if its plane contains a cube axis and $z$, and diagonal if it bisects the cube axes. With the usual names, the characters are:

| Label | $C_2$ | $C_4$ | axial | diagonal | typical function |
|---|---|---|---|---|---|
| $\Delta_1$ | 1 | 1 | 1 | 1 | $z$, $3z^2-r^2$ |
| $\Delta_1'$ | 1 | 1 | −1 | −1 | $xy(x^2-y^2)$ |
| $\Delta_2$ | 1 | −1 | 1 | −1 | $x^2-y^2$ |
| $\Delta_2'$ | 1 | −1 | −1 | 1 | $xy$ |
| $\Delta_5$ | −2 | 0 | 0 | 0 | the pair $x,y$ |

The functions can be checked by substitution. For instance, $x^2-y^2$ is unchanged by $x\to-x$ and changes sign when $x$ and $y$ are interchanged. The words "axial" and "diagonal" refer to a choice of cube axes, whereas $C_2$ and $C_4$ do not.

### (c) How do the mirrors look from the other crystal?

*A mirror is fixed by the angle $\alpha$ of its line in the $xy$ plane. Find how this angle changes when the defining axes are turned by $\theta$, and apply the result to $\theta=45^\circ$.*

**Solution.** Write the rotation by $\alpha$ as
$$R(\alpha)=\begin{pmatrix}\cos\alpha&-\sin\alpha\\ \sin\alpha&\cos\alpha\end{pmatrix}.$$
The mirror whose line is the $x$ axis keeps $x$ and reverses $y$; its matrix is $\sigma=\mathrm{diag}(1,-1)$. To reflect in a line at angle $\alpha$, turn that line onto the $x$ axis, reflect, and turn back:
$$M(\alpha)=R(\alpha)\,\sigma\,R(-\alpha).$$
Multiplying the first two factors gives
$$R(\alpha)\sigma=\begin{pmatrix}\cos\alpha&\sin\alpha\\ \sin\alpha&-\cos\alpha\end{pmatrix}.$$
The third factor then gives
$$M(\alpha)=\begin{pmatrix}\cos^2\alpha-\sin^2\alpha&2\sin\alpha\cos\alpha\\2\sin\alpha\cos\alpha&\sin^2\alpha-\cos^2\alpha\end{pmatrix}=\begin{pmatrix}\cos2\alpha&\sin2\alpha\\ \sin2\alpha&-\cos2\alpha\end{pmatrix}.$$

If a mirror is defined by axes that are turned by $\theta$, its matrix in the old coordinates is $R(\theta)M(\alpha)R(-\theta)$. Rotations about one axis add their angles, so
$$R(\theta)M(\alpha)R(-\theta)=R(\alpha+\theta)\,\sigma\,R(-\alpha-\theta)=M(\alpha+\theta).$$
The mirror line turns with the axes. Lines that differ by $180^\circ$ are the same line.

In Fe, the axial lines are at $0^\circ$ and $90^\circ$ and the diagonal lines at $45^\circ$ and $135^\circ$. For MgO, $45^\circ$ is added to each. Its axial lines are at $45^\circ$ and $135^\circ$, which are the Fe diagonals. Its diagonal lines are at $90^\circ$ and $180^\circ$, which are the Fe cube axes. The set of four mirrors is the same in both crystals, but the two classes have changed places. A rotation about $z$ commutes with $R(\theta)$, so $C_2$ and $C_4$ remain what they were.

For a general $\theta$, the four lines are spaced by $45^\circ$, so the turned set falls on the old one if and only if $\theta$ is a multiple of $45^\circ$. Otherwise no line is shared; at $20^\circ$, for example, the two crystals have no common mirror. Odd multiples of $45^\circ$ exchange the classes. Even multiples, which are multiples of $90^\circ$, do not.

### (d) How is one state named on the two sides?

*A state has a given label in Fe axes. Find its label in MgO axes, for all five labels.*

**Solution.** The character of a state under a particular operation, such as reflection in the plane $x=0$, is a property of the state and the operation. It does not depend on the name given to the mirror. By part (c), the MgO axial mirrors are the Fe diagonal mirrors, and the reverse. Therefore
$$\chi_{\rm axial}^{\rm MgO}=\chi_{\rm diagonal}^{\rm Fe},\qquad \chi_{\rm diagonal}^{\rm MgO}=\chi_{\rm axial}^{\rm Fe},$$
while the characters under $C_2$ and $C_4$ are common to both.

In the order ($C_2$, $C_4$, axial, diagonal), a state that is $\Delta_2$ in Fe has $(1,-1,1,-1)$. Read in MgO axes, the last two entries change places and give $(1,-1,-1,1)$, which is $\Delta_2'$. In the same way the Fe characters of $\Delta_2'$, $(1,-1,-1,1)$, become $(1,-1,1,-1)$, which is $\Delta_2$. For the other three labels the last two entries are equal, so their exchange changes nothing. The result is
$$\boxed{\ \Delta_2\leftrightarrow\Delta_2',\qquad \Delta_1\to\Delta_1,\qquad \Delta_1'\to\Delta_1',\qquad \Delta_5\to\Delta_5\ }$$

No electron changes its symmetry at the interface. The wave function and its behaviour under each physical mirror stay the same, and only the reference axes of the names differ. A rotation by $-45^\circ$ gives the same rule, because the mirror lines again move by an odd multiple of $45^\circ$.

### (e) Do the orbital functions agree, and what happens at other angles?

*Express the functions of the turned axes by those of Fe for a general angle $\theta$.*

**Solution.** For a general angle, $X=x\cos\theta+y\sin\theta$ and $Y=-x\sin\theta+y\cos\theta$. The squares are
$$X^2=x^2\cos^2\theta+2xy\sin\theta\cos\theta+y^2\sin^2\theta,$$
$$Y^2=x^2\sin^2\theta-2xy\sin\theta\cos\theta+y^2\cos^2\theta.$$
Subtracting them, and using $\cos^2\theta-\sin^2\theta=\cos2\theta$ and $2\sin\theta\cos\theta=\sin2\theta$, gives
$$X^2-Y^2=\cos2\theta\,(x^2-y^2)+\sin2\theta\,(2xy).$$
The product is
$$2XY=2\left[(y^2-x^2)\sin\theta\cos\theta+xy(\cos^2\theta-\sin^2\theta)\right]=-\sin2\theta\,(x^2-y^2)+\cos2\theta\,(2xy).$$

At $\theta=45^\circ$, $\cos2\theta=0$ and $\sin2\theta=1$, so
$$X^2-Y^2=2xy,\qquad 2XY=-(x^2-y^2).$$
The typical $\Delta_2$ function of MgO is the typical $\Delta_2'$ function of Fe, and the reverse. The minus sign is a phase and has no effect on a label. The other functions behave as part (d) requires. Neither $z$ nor $r^2=x^2+y^2+z^2$ changes, so $3z^2-r^2$ stays $\Delta_1$. The functions $X,Y$ are combinations of $x,y$ and span the same $\Delta_5$ pair. The $\Delta_1'$ function becomes
$$XY(X^2-Y^2)=-\tfrac12(x^2-y^2)(2xy)=-xy(x^2-y^2),$$
the same function with reversed sign.

For a small misorientation $\delta$, put $\theta=45^\circ+\delta$. Then $\cos2\theta=-\sin2\delta$, and the squared overlap between the normalized functions $x^2-y^2$ of Fe and $X^2-Y^2$ of MgO is $\sin^22\delta$. For $\delta=1^\circ$ it is 0.12%. This measures the mixing of the orbital functions and is not a scattering probability. Strictly, no mirror is then shared, and $\Delta_2$ and $\Delta_2'$ are no longer separate symmetries of the junction.

## Second half: coupling and decay in a model junction

The symbols and results taken over are these. Fe has cube axes $x,y$ and edge $a$; MgO has cube axes $X=(x+y)/\sqrt2$, $Y=(-x+y)/\sqrt2$. With Fe above O and the MgO strained to the Fe net, the junction keeps the rotations $C_2$, $C_4$, $C_4^{-1}$ about $z$ and four vertical mirrors. Axial mirrors contain a cube axis, and diagonal mirrors bisect the cube axes. A $\Delta_2$ state is even under axial and odd under diagonal mirrors; for $\Delta_2'$ it is the reverse. The MgO axial mirrors are the Fe diagonal ones, so a state called $\Delta_2$ in Fe is called $\Delta_2'$ in MgO, and the reverse. The labels $\Delta_1$, $\Delta_1'$ and $\Delta_5$ are common to both.

### (f) Which Fe states couple to which MgO states?

*Let $W$ be any operator that couples the two sides and is unchanged by the eight operations. Find which matrix elements it can have at $\mathbf k_\parallel=0$.*

**Solution.** Let $\psi$ be an Fe state and $\varphi$ an MgO state. The operator $P_g$ of a symmetry operation is unitary and commutes with $W$, so
$$\langle\varphi|W|\psi\rangle=\langle P_g\varphi|P_gW\psi\rangle=\langle P_g\varphi|W|P_g\psi\rangle.$$
Suppose first that both states are single, so that $P_g\psi=\chi_\psi\psi$ and $P_g\varphi=\chi_\varphi\varphi$ with characters $\pm1$. Then
$$\langle\varphi|W|\psi\rangle=\chi_\varphi\chi_\psi\,\langle\varphi|W|\psi\rangle.$$
If the two characters differ for any one operation, their product is $-1$ and the matrix element equals its own negative. It is then zero.

A $\Delta_5$ state changes sign under $C_2$, whereas all single states are even under it. The same argument with $g=C_2$ shows that $\Delta_5$ couples to none of the single states.

The characters must be compared for the same physical mirror. Fe $\Delta_2$ is even in the planes $x=0$ and $y=0$. The MgO state with the same property is even under its diagonal mirrors, and hence is $\Delta_2'$. The allowed couplings are
$$\text{Fe }\Delta_2\text{ – MgO }\Delta_2',\qquad \text{Fe }\Delta_2'\text{ – MgO }\Delta_2,$$
together with $\Delta_1$–$\Delta_1$, $\Delta_1'$–$\Delta_1'$ and $\Delta_5$–$\Delta_5$. Symmetry permits these couplings but does not fix their size. The rule requires $\mathbf k_\parallel=0$, the full symmetry of the stack and no spin-orbit coupling.

The $45^\circ$ turn exchanges the names $\Delta_2$ and $\Delta_2'$ between Fe and MgO, and symmetry fixes which states may couple at $\mathbf k_\parallel=0$, but not how strongly. It remains to find how fast each symmetry decays in a model barrier, how large the error is if equal names are matched, and how far the model describes a real junction.

Numbers in the example were calculated in double precision.
